Pelgrom's Area Law and Its Limits from Threshold Correlation Length

**1. The decision**

Suppose the threshold mismatch of one transistor size is known, and a circuit calculation needs it for another size. May the known value be rescaled by the inverse square root of the gate area, or must the fluctuations be computed again? The answer depends on how far a local threshold fluctuation extends compared with each side of the gate. Area alone does not decide it.

Let the gate have width W and length L, with current flowing along L. The local threshold is v(r) = V₀ + δv(r), where δv has zero mean and the covariance

C(r) = ⟨δv(r′) δv(r′+r)⟩

depends on the separation r = (x, y) alone, x along W and y along L. Define

S₀ = ∫ C(r) d²r,

and assume that S₀ is positive and that ∫|C| d²r is finite. The result to be derived, for two independent devices with both sides much longer than the correlation length, is

σ(ΔV_T) = A_VT/√(WL), A_VT = √(2S₀).

**2. Why the device averages the local threshold**

At small drain bias and uniform mobility μ, a sheet in strong inversion has local conductance

g(r) = μC_ox[V_G − v(r)],

where C_ox is the oxide capacitance per area. Write g = g₀ + δg. With potential φ and drain voltage V_D, the dissipated power is

G V_D² = ∫ g |∇φ|² d²r.

To first order, the change δφ contributes 2∫g₀∇φ₀·∇δφ d²r. After integration by parts this vanishes: the unperturbed current has no divergence, δφ = 0 at the contacts, and no current crosses the side edges. What remains is the change of g in the uniform field V_D/L:

δG = (1/L²) ∫ δg d²r.

Since G₀ = g₀W/L, δG/G₀ equals the area average of δg/g₀. The device therefore behaves as if it had the threshold

V_T = (1/WL) ∫ v(r) d²r.

The neglected terms are quadratic in δg/g₀. A resistor network of 12 by 8 cells shows their size. With random relative deviations between −0.10 and 0.10, the conductance, relative to that of the uniform sheet, differs from the mean by −0.0021. Halving the deviations reduces the difference by a factor 3.99. The linear average is thus unsafe when V_G − V_T is comparable with the local fluctuations.

**3. The variance of a finite gate**

From the average,

Var(V_T) = (1/WL)² ∫∫ C(r₁−r₂) d²r₁ d²r₂.

For a fixed separation x, the first coordinate can range over a length W−|x|; for a fixed y, over L−|y|. Hence

Var(V_T) = (1/WL) ∫∫ T(x,y) C(x,y) dx dy,

T = (1−|x|/W)(1−|y|/L) for |x|<W and |y|<L, and T = 0 elsewhere.

When both sides grow, T tends to 1 at every fixed separation. Because |C| is integrable, the integral tends to S₀, and Var(V_T) → S₀/(WL). Two independent devices have twice this variance in their difference, which gives the stated law.

The approach to the limit is measured by

R = WL Var(V_T)/S₀.

The ratio of the true σ to the area law is √R. Now let C ≥ 0 and define

ℓx = (1/S₀)∫|x|C d²r, ℓy = (1/S₀)∫|y|C d²r.

Inside the rectangle, T = 1 − |x|/W − |y|/L + |xy|/(WL), which is at least 1 − |x|/W − |y|/L. Outside it, T = 0 while that expression is negative or zero. Everywhere T ≤ 1. Multiplying by C/S₀ and integrating gives

1 − ℓx/W − ℓy/L ≤ R ≤ 1.

Small ℓx/W and ℓy/L are therefore sufficient for the law. There is also a necessary condition. Since T vanishes for |y| ≥ L,

R ≤ (1/S₀) ∫ over |y|<L of C d²r.

If L is so short that this strip holds little of the covariance, R is small however large W is. For positive correlations the area law then overestimates the mismatch.

**4. A case with three regimes: Gaussian correlation**

Take C = s² exp[−r²/(2λ²)], with local standard deviation s and correlation length λ. Then S₀ = 2πλ²s² and

A_VT = √(4π) sλ, ℓx = ℓy = √(2/π) λ ≈ 0.80λ.

The exponential factorizes, so Var(V_T) = s²g(W)g(L), with

g(a) = (2/a) ∫₀ᵃ (1−x/a) exp[−x²/(2λ²)] dx.

The first term integrates to λ√(π/2) erf[a/(√2λ)], and the integral of x times the exponential is λ²{1−exp[−a²/(2λ²)]}. Thus

g(a) = √(2π)(λ/a) erf[a/(√2λ)] − 2(λ/a)²{1−exp[−a²/(2λ²)]}.

For a ≫ λ, g ≈ √(2π)λ/a; for a ≪ λ, g ≈ 1. This gives three regimes:

Both sides long: Var(V_T) ≈ 2πλ²s²/(WL).

L ≪ λ ≪ W: Var(V_T) ≈ √(2π)s²λ/W.

Both sides short: Var(V_T) ≈ s².

In the middle regime, changing L changes the area but hardly the mismatch.

Choose s = 5 mV and λ = 0.1 μm, so that A_VT = 3.545 × 5 × 0.1 = 1.77 mV μm. For independent pairs:

1 μm × 1 μm: area law 1.77 mV, full formula 1.63 mV.

0.1 μm × 0.1 μm: 17.7 mV and 6.54 mV.

0.01 μm × 0.01 μm: 177 mV and 7.07 mV.

W = 10 μm, L = 0.01 μm: 5.60 mV and 1.11 mV.

The third case has reached √2 s, because each gate samples a single local value. The last has ten times the area of the second, yet the law is wrong by a factor of five, because L is a tenth of λ.

**5. Neighbouring pairs and very long correlation**

The factor 2 used so far belongs to independent devices. For equal devices whose centres are separated by D,

Var(ΔV_T) = 2[Var(V_T) − Cov(D)],

where Cov(D) is the covariance of their two area averages. If λ is much larger than both the gate and D, expand the Gaussian:

C(r) ≈ s²[1 − r²/(2λ²)].

Let u be the difference of two positions taken within identical gates. Its average is zero, so the average of |u+D|² − |u|² is D². Therefore

Var(ΔV_T) ≈ 2s²D²/(2λ²) = s²D²/λ², σ(ΔV_T) ≈ sD/λ.

This is a distance term, independent of gate area at this order. For s = 5 mV, λ = 10 μm, D = 1 μm and a square gate of side 0.1 μm, it gives 0.500 mV; numerical averaging of the full Gaussian gives 0.499 mV. Independent devices with the same statistics would show 7.07 mV.

A very long correlation can thus nearly cancel in a close pair. If an independent short-correlated source is also present, variances add:

Var(ΔV_T) ≈ A_VT²/(WL) + s²D²/λ².

Here A_VT belongs to the short-correlated source, while s and λ belong to the long one. The area term survives. What destroys it is a correlation length of its own source comparable with a gate side.

**6. Random dopants: the coefficient**

Consider an n-channel device with mean acceptor density N, depletion depth W_d and silicon permittivity ε. In strong inversion, treat the silicon surface as an equipotential at ψ_s. The gate then supplies a uniform charge per area, C_ox(V_G−V_FB−ψ_s), with V_FB the flat-band voltage. Part of it balances the dopant field arriving at the surface; the rest balances inversion charge. If Q(r) is the magnitude of the dopant part,

v(r) = V_FB + ψ_s + Q(r)/C_ox.

The device V_T is here defined by extrapolating the total inversion charge to zero, which makes it the area average of v within this model.

First add a uniform sheet of δn acceptors per area at depth z. The surface potential is fixed:

ψ_s = (q/ε) ∫₀^{W_d} z′N(z′) dz′.

Its first-order change must vanish, so zδn + N W_d δW_d = 0. The depletion edge retreats by zδn/(N W_d), and

δQ = q(δn + N δW_d) = qδn(1−z/W_d).

A dopant at the surface counts fully, and one at the depletion edge not at all.

For a single dopant the charge also spreads sideways. At the unperturbed depletion edge both the potential and its slope vanish, so a small movement of the edge changes the potential there only at second order. To first order the edge is a second grounded plane. For lateral wave number k, solve

Φ″ − k²Φ = −(q/ε)δ(z′−z), Φ(0) = Φ(W_d) = 0,

using the magnitude of the dopant charge. Between the surface and the dopant,

Φ(z′) = (q/ε) sinh(kz′) sinh[k(W_d−z)]/[k sinh(kW_d)].

The surface charge, εΦ′(0), has the transform

h(k,z) = q sinh[k(W_d−z)]/sinh(kW_d).

Its k → 0 limit is q(1−z/W_d), as found for the sheet.

Let the dopants be independently placed, so that the number in any small volume has variance equal to its mean. Each dopant then correlates two surface points through its own charge pattern:

C(r) = (N/C_ox²) ∫₀^{W_d} dz ∫ h(r′,z)h(r′+r,z) d²r′.

Integrating over r turns the inner integral into the square of the total charge:

S₀ = (q²N/C_ox²) ∫₀^{W_d} (1−z/W_d)² dz = q²N W_d/(3C_ox²).

Therefore

A_VT = (q/C_ox)√(2N W_d/3).

The lateral shape of the charge has dropped out of the coefficient. It returns in the correlation length.

**7. Random dopants: the correlation length**

Measure lengths in W_d for the moment. Let F(t) = sinh[k(1−t)]/sinh k and a_n = nπ, and expand F in sin(a_n t). With I_n = ∫₀¹F sin(a_n t) dt, use F″ = k²F, F(0) = 1 and F(1) = 0. Two integrations by parts give

k²I_n = a_n − a_n²I_n, so I_n = a_n/(k²+a_n²).

The series coefficients are 2I_n, and each sin² averages to 1/2. Hence the covariance spectrum is proportional to

f(k) = ∫₀¹F² dt = Σ 2a_n²/(k²+a_n²)², n = 1, 2, …

At k = 0 the sum is (2/π²)(π²/6) = 1/3, in agreement with S₀.

To find ℓx, integrate the covariance over y, which sets the y wave number to zero. The function exp(−a|x|)/(2a) has transform 1/(k²+a²). Differentiating this pair with respect to a and multiplying by −a shows that 2a²/(k²+a²)² belongs to

(1+a|x|) exp(−a|x|)/(2a).

Its first absolute moment is (1/a)(1/a²+2/a²) = 3/a³. Summing over n and dividing by 1/3 gives, with units restored,

ℓx = ℓy = ℓ = 9ζ(3)W_d/π³ ≈ 0.349W_d,

where ζ(3) = Σ1/n³. The depletion depth sets the correlation length in two ways: it limits how deep the dopants lie, and the grounded plane at the depletion edge cuts off the sideways spread of their field. Without that plane the first moment would diverge.

In two dimensions, 1/(k²+a²) belongs to K₀(ar)/(2π), where K₀ and K₁ are modified Bessel functions. The same differentiation gives

C(r) = [q²N/(C_ox²W_d)] Σ a_nρ K₁(a_nρ)/(2π), ρ = r/W_d.

Every term is positive, so the bounds of part 3 apply.

**8. A silicon example**

Take N = 10¹⁸ cm⁻³, an oxide thickness of 2 nm, 300 K, relative permittivities 11.7 and 3.9, and a round intrinsic density n_i = 10¹⁰ cm⁻³. With k_B Boltzmann's constant and T temperature,

ψ_s = 2(k_BT/q) ln(N/n_i) = 0.952 V,

W_d = √[2εψ_s/(qN)] = 35.1 nm,

C_ox = 0.01727 F/m².

The coefficient and moment are A_VT = 1.42 mV μm and ℓ = 0.349 × 35.1 nm = 12.2 nm. These digits belong to the idealised model: an infinitely thin inversion layer, an abrupt depletion edge and ψ_s held at its threshold value. With a classical Poisson–Boltzmann inversion layer at 0.2 to 0.5 V overdrive, ψ_s rises to 1.04–1.08 V, A_VT to about 1.55 mV μm (9% higher) and ℓ to 12.5–13.5 nm, while R for a 100 nm square stays between 0.75 and 0.77. The values below use the idealised model. A gate of side 100 nm has WL = 0.01 μm², so the law gives 1.42/0.1 = 14.2 mV. Numerical integration of T C gives R = 0.776 and hence 14.2 × √0.776 = 12.5 mV. For several independent pairs:

1000 nm × 1000 nm: law 1.42 mV, full model 1.40 mV.

200 nm × 200 nm: 7.10 mV and 6.67 mV.

100 nm × 100 nm: 14.2 mV and 12.5 mV.

W = 500 nm, L = 20 nm: 14.2 mV and 10.2 mV.

50 nm × 50 nm: 28.4 mV and 22.0 mV.

The third and fourth gates have equal area and the same mean number of dopants beneath them, about 351. Their different mismatch comes from shape. A dopant near a gate edge sends part of its field outside the gate, and a narrow gate has more edge for its area. Sharing the field with the surroundings leaves the mean threshold unchanged but reduces the variance.

For a square gate, the full σ is 10% below the area law at a side of 3.4W_d, or 120 nm. This is about ten times ℓ, so a gate side merely larger than ℓ is not enough for 10% accuracy.

A direct random sample gives a coarser view of the same effect. For a square of side W_d, the covariance integral gives R = 0.491. Placing dopants at random under 20000 such gates, and finding the field on each gate with image charges, gives 0.475, which is 3.3% lower. The sampling error of a variance from 20000 normal values is √(2/20000) = 1.0%, and somewhat more for these Poisson sums. With that excess it is about 1.2%, so this sample lies about three standard errors low, an unusually low draw. Integrating the squared flux on the gate directly over dopant positions gives 0.49, in agreement with the covariance integral, and repeated samples of the same size scatter about that value. One such sample shows the reduction to about half but cannot test the integral at the one-percent level.

**9. When there is no short-gate plateau**

The Gaussian variance saturates for small gates because C(0) is finite. The dopant model behaves differently. For r ≪ W_d, the sum over n becomes an integral with t = nπρ:

Σ a_nρK₁(a_nρ) ≈ (1/πρ) ∫₀^∞ tK₁(t) dt = 1/(2ρ).

Thus C(r) ≈ q²N/(4πC_ox²r). For gates of fixed shape, scaling all lengths by L makes the average of 1/r proportional to 1/L. Therefore

σ(V_T) ∝ L^(−1/2) ∝ (WL)^(−1/4).

Numerical differentiation at a square side of 0.02W_d gives an exponent of −0.252. That side is below 1 nm here, so this is a mathematical limit of the model and not a transistor prediction. The divergence at r = 0 comes from dopants arbitrarily close to an infinitely thin equipotential surface; a finite inversion-layer thickness would smooth it. It also means that the small-fluctuation argument of part 2 cannot be applied point by point to the unsmoothed dopant field, which is why part 6 used total inversion charge.

More generally, if C is proportional to r^(−α), with 0 < α < 2, at all separations within the gate, the same scaling gives σ ∝ (WL)^(−α/4). If this power law continues to all larger separations, S₀ diverges and no area-law coefficient exists.

**10. Using the result**

For a short-correlated source whose covariance is nowhere negative, rescaling by area is justified when the paired devices are independent with respect to it and ℓx/W + ℓy/L is small at both the known size and the new one. By the bound of part 3, the fractional reduction of σ is then at most about half this sum. It is close to half the sum when the correlation is confined to separations much shorter than both sides; a weak long-range tail can make it much smaller. If the sum is not small, the bound does not settle the matter and the full variance integral is needed. A distance term like that of part 5 does not scale with gate area; its variance must be separated before rescaling, and the value for the centre separation of the new pair added afterwards.

The dopant example omits source and drain fields, isolation edges, quantum confinement, gate granularity and dopant clustering. Source and drain fields already matter at gate lengths of several W_d, which includes the 100 nm gate of part 8, and there they can change the variance by an amount comparable with the correlation correction. The values for such gates isolate the effect of correlation; a complete prediction needs a three-dimensional device calculation.
